**Binding threshold of one attractive site in a simple-cubic s band**

The program tests the result that a site lowered by $U$ binds a state only for $U>U_c=2t/W\approx3.957t$, where $t$ is the hopping and $W$ is Watson's integral. It asserts that Bessel-function quadrature, extrapolated k-point sums and the gamma-function formula agree on $W=0.505462$. It also asserts the growth of the norm at one energy inside the band, its divergence at the lower band edge, and the improvement of the leading threshold law as $U$ approaches $U_c$. For $U=5t$, direct diagonalization of a periodic cell with $24^3$ sites reproduces the infinite-lattice binding energy of $0.4008t$ and the site weight of $0.609$. For $U=3t$, finite cells still show a level below the band, but its depth and site weight shrink as the cell grows. The depth times the number of sites extrapolates to $12.41t$, as the formula for an unbound state predicts.

## Check in Python

```python
"""
Result under test: on a simple-cubic lattice with one s orbital per site and
hopping -t, a single site lowered by U binds a state only if U > Uc = 2t/W,
    W = average over k of 1/(3 - cos kx - cos ky - cos kz),  Uc about 3.96 t.

Symbols (all energies in units of t, so t = 1):
  U       depth of the attractive site
  eps     binding energy, measured down from the band bottom at -6
  g(eps)  average over k of 1/(e(k) + 6 + eps); a bound state has U g(eps) = 1
  weight  probability of finding the bound electron on the attractive site
  L       edge of a periodic cell, in sites; the cell has L**3 sites
"""
import numpy as np
import mpmath as mp
from scipy import sparse
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e

# Integrals over s from 0 to infinity, done by the trapezoid rule in log(s).
LOG_STEP = 0.05
S = np.exp(np.arange(-40.0, 80.0, LOG_STEP))
BESSEL_CUBED = i0e(2 * S) ** 3


def g(eps):
    return LOG_STEP * np.sum(S * BESSEL_CUBED * np.exp(-eps * S))


def minus_g_slope(eps):
    return LOG_STEP * np.sum(S**2 * BESSEL_CUBED * np.exp(-eps * S))


def binding_energy(U):
    return brentq(lambda eps: U * g(eps) - 1, 0.0, U, xtol=1e-15)


def site_weight(U, eps):
    return 1 / (U**2 * minus_g_slope(eps))


def band_on_shifted_grid(L):
    """Band energies on a midpoint k grid; one octant suffices by symmetry."""
    c = np.cos((np.arange(L // 2) + 0.5) * 2 * np.pi / L)
    return -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])


def lowest_state_in_cell(L, U):
    """Diagonalize the real-space Hamiltonian; return depth and site weight."""
    shift = sparse.csr_matrix(
        (np.ones(L), (np.arange(L), (np.arange(L) + 1) % L)), shape=(L, L))
    ring = -(shift + shift.T)
    one = sparse.identity(L)
    H = (sparse.kron(sparse.kron(ring, one), one)
         + sparse.kron(sparse.kron(one, ring), one)
         + sparse.kron(sparse.kron(one, one), ring))
    site = sparse.csr_matrix(([-U], ([0], [0])), shape=H.shape)
    start = np.ones(L**3)
    start[0] += 10.0
    energy, vector = eigsh((H + site).tocsr(), k=1, which="SA", v0=start)
    return -6 - energy[0], vector[0, 0] ** 2


# --- Watson's integral by three roads -------------------------------------
W = 2 * g(0.0)
Uc = 2 / W

sizes = np.array([40.0, 80.0, 160.0])
grid_sums = np.array([np.mean(1 / (band_on_shifted_grid(int(L)) + 6))
                      for L in sizes])
# The 1/q**2 peak at k = 0 leaves grid errors in 1/L and 1/L**3.
design = np.column_stack([np.ones(3), 1 / sizes, 1 / sizes**3])
g0_from_k_sums = np.linalg.solve(design, grid_sums)[0]
assert abs(g0_from_k_sums - g(0.0)) < 1e-7

cut = 10.0
head = quad(lambda s: i0e(s) ** 3, 0, cut, epsabs=1e-13, epsrel=1e-12)[0]
tail = (2 * np.pi) ** -1.5 * (2 * cut**-0.5 + cut**-1.5 / 4
                              + 33 * cut**-2.5 / 320)
# The first omitted tail term is about 1.6e-6 at this cut.
assert abs(head + tail - W) < 3e-6

closed_form = mp.sqrt(6) / (96 * mp.pi**3)
for numerator in (1, 5, 7, 11):
    closed_form *= mp.gamma(mp.mpf(numerator) / 24)
closed_form = float(closed_form)
assert abs(closed_form - W) < 1e-12
assert abs(Uc - 3.96) < 0.005

print(f"integral from s=0 to {cut:.0f}: {head:.6f}")
print(f"tail beyond s={cut:.0f}, three terms: {tail:.6f}")
print(f"head plus tail: {head + tail:.6f}")
print(f"Watson integral W, full quadrature: {W:.8f}")
print(f"Watson integral W, gamma functions: {closed_form:.8f}")
print(f"Watson integral W, k sums extrapolated: {2 * g0_from_k_sums:.8f}")
print(f"g(0) = W/2: {g(0.0):.6f} 1/t")
print(f"critical strength Uc: {Uc:.6f} t")

# --- Norm of a would-be bound state diverges in the band and at its edge ---
band = band_on_shifted_grid(160)
norms = [np.mean(1 / ((band - 1.0) ** 2 + eta**2)) for eta in (0.2, 0.1)]
norm_growth = norms[1] / norms[0]
assert 1.9 < norm_growth < 2.15
tiny = 1e-10
edge_drop = (g(0.0) - g(tiny)) / np.sqrt(tiny)
edge_slope = minus_g_slope(tiny) * np.sqrt(tiny)
assert abs(edge_drop - 1 / (4 * np.pi)) < 2e-6
assert abs(edge_slope - 1 / (8 * np.pi)) < 2e-6
print(f"norm growth at E=1t when broadening 0.2t is halved: {norm_growth:.3f}")
print(f"(g(0)-g(eps))/sqrt(eps) near edge: {edge_drop:.6f} t^(-3/2)")
print(f"|g'(eps)| sqrt(eps) near edge: {edge_slope:.6f} t^(-3/2)")

# --- Bound states above threshold -----------------------------------------
for U in (4.0, 4.5, 5.0, 6.0, 8.0):
    eps = binding_energy(U)
    print(f"U = {U:.1f} t: binding energy {eps:.6f} t, "
          f"site weight {site_weight(U, eps):.4f}")

deviations = []
for excess in (0.01, 0.001):
    U = Uc * (1 + excess)
    full = binding_energy(U)
    leading = (4 * np.pi) ** 2 * (1 / Uc - 1 / U) ** 2
    deviations.append(leading / full - 1)
    print(f"U {100 * excess:.1f}% above Uc: full root {full:.4e} t, "
          f"leading law {leading:.4e} t")
    print(f"  relative error of leading law: {100 * deviations[-1]:.3f} %")
assert abs(deviations[1]) < 0.2 * abs(deviations[0]) < 0.02

# --- Strong site: direct diagonalization against the infinite lattice ------
U_strong = 5.0
eps_strong = binding_energy(U_strong)
weight_strong = site_weight(U_strong, eps_strong)
cell_eps, cell_weight = lowest_state_in_cell(24, U_strong)
# Periodic images overlap by an exponentially small amount.
assert abs(cell_eps - eps_strong) < 5e-6
assert abs(cell_weight - weight_strong) < 5e-5
print(f"U = {U_strong:.1f} t, infinite lattice: depth {eps_strong:.6f} t, "
      f"site weight {weight_strong:.5f}")
print(f"U = {U_strong:.1f} t, cell L=24: depth {cell_eps:.6f} t, "
      f"site weight {cell_weight:.5f}")

# --- Weak site: the false bound level of a finite periodic cell ------------
U_weak = 3.0
assert U_weak * g(0.0) < 1
cells = np.array([12, 18, 24])
depths, weights = np.array(
    [lowest_state_in_cell(int(L), U_weak) for L in cells]).T
assert np.all(depths > 0) and np.all(np.diff(depths) < 0)
assert weights[0] / weights[2] > 5
for L, depth, weight in zip(cells, depths, weights):
    print(f"U = {U_weak:.1f} t, cell L={L}: depth {depth:.6f} t, "
          f"site weight {weight:.6f}, depth*L^3 {depth * L**3:.3f} t")
inverse_limit = np.polyfit(1 / cells, 1 / (depths * cells**3), 2)[-1]
inverse_formula = 1 / U_weak - 1 / Uc
# Three cell sizes leave an extrapolation error of order 1/(12*18*24).
assert abs(inverse_limit - inverse_formula) < 1e-3
print(f"U = {U_weak:.1f} t, depth*L^3 extrapolated: {1 / inverse_limit:.2f} t")
print(f"U = {U_weak:.1f} t, depth*L^3 from formula: {1 / inverse_formula:.2f} t")

print("finished without a failed check")
```

It prints:

```
integral from s=0 to 10: 0.464781
tail beyond s=10, three terms: 0.040680
head plus tail: 0.505460
Watson integral W, full quadrature: 0.50546202
Watson integral W, gamma functions: 0.50546202
Watson integral W, k sums extrapolated: 0.50546202
g(0) = W/2: 0.252731 1/t
critical strength Uc: 3.956776 t
norm growth at E=1t when broadening 0.2t is halved: 2.052
(g(0)-g(eps))/sqrt(eps) near edge: 0.079578 t^(-3/2)
|g'(eps)| sqrt(eps) near edge: 0.039789 t^(-3/2)
U = 4.0 t: binding energy 0.001166 t, site weight 0.0531
U = 4.5 t: binding energy 0.136112 t, site weight 0.4315
U = 5.0 t: binding energy 0.400791 t, site weight 0.6086
U = 6.0 t: binding energy 1.103918 t, site weight 0.7730
U = 8.0 t: binding energy 2.789619 t, site weight 0.8902
U 1.0% above Uc: full root 9.7961e-04 t, leading law 9.8877e-04 t
  relative error of leading law: 0.934 %
U 0.1% above Uc: full root 1.0057e-05 t, leading law 1.0066e-05 t
  relative error of leading law: 0.097 %
U = 5.0 t, infinite lattice: depth 0.400791 t, site weight 0.60859
U = 5.0 t, cell L=24: depth 0.400791 t, site weight 0.60858
U = 3.0 t, cell L=12: depth 0.005777 t, site weight 0.006357, depth*L^3 9.982 t
U = 3.0 t, cell L=18: depth 0.001834 t, site weight 0.002171, depth*L^3 10.694 t
U = 3.0 t, cell L=24: depth 0.000802 t, site weight 0.000985, depth*L^3 11.084 t
U = 3.0 t, depth*L^3 extrapolated: 12.41 t
U = 3.0 t, depth*L^3 from formula: 12.41 t
finished without a failed check
```
